# How a thin oxide shifts the frequency of a quartz resonator, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: shear waves in the coated plate

A quartz crystal carries a metal film. While the film oxidizes, the resonance frequency falls by about 90 Hz, and the question is how much oxide has grown. Without a law that connects frequency with mass, the reading can mislead in two ways. If the crystal is treated as one lump of mass on a spring, the predicted sensitivity is half the true one, so the inferred mass is twice too large. If the mass gained is then taken for the mass of the oxide, the thickness is wrong again, because the metal in the oxide was on the crystal from the start and only the oxygen is new.

The law that settles the first point is

$$\Delta f=-\frac{2f_0^2\,m}{\sqrt{\rho_q\mu_q}} .\tag{1}$$

Here $f_0$ is the fundamental frequency of the bare plate, $m$ the added mass per unit area, $\rho_q$ the density of quartz and $\mu_q$ its shear modulus for the motion in use. SI units are used throughout, because atomic units are unnatural for a plate a third of a millimetre thick.

### The bare plate

The plate has thickness $h$ and occupies $0<z<h$. It is cut so that its faces slide parallel to themselves, in opposite directions. The displacement $u(z,t)$ lies in the plane of the plate and is taken to be the same at every lateral position. The piezoelectric effect serves to drive the motion; its influence on the frequency is left aside until the second half.

The shear stress is $\tau=\mu_q u'$, where a prime means $d/dz$. A slice of thickness $dz$ has mass $\rho_q\,dz$ per area and feels the net force $\tau'\,dz$ per area. With $u\propto\cos\omega t$, Newton's law becomes

$$\mu_q u''=-\rho_q\omega^2u .$$

Its solutions are $\cos kz$ and $\sin kz$, with $k=\omega\sqrt{\rho_q/\mu_q}$. No force acts on the free face at $z=0$, so $u'(0)=0$, which leaves $u=\cos kz$. The same condition at $z=h$ gives $\sin kh=0$, hence $kh=n\pi$. The case $n=0$ is a translation of the whole plate. The fundamental has $n=1$:

$$f_0=\frac{1}{2h}\sqrt{\frac{\mu_q}{\rho_q}} .\tag{2}$$

Define the acoustic impedance $Z_q=\sqrt{\rho_q\mu_q}$. Multiplying (2) by $2h\rho_q$ gives $2f_0\rho_qh=Z_q$. The ratio of added mass to plate mass is therefore

$$\varepsilon=\frac{m}{\rho_qh}=\frac{2f_0m}{Z_q}.\tag{3}$$

In terms of $\varepsilon$, law (1) reads $\Delta f/f_0=-\varepsilon$. The lumped oscillator, with frequency proportional to $(\rho_qh+m)^{-1/2}$, would give $-\varepsilon/2$.

### The force that a layer exerts

Let a layer with density $\rho_f$, shear modulus $\mu_f$ and thickness $h_f$ be bonded to the face $z=h$, so that $m=\rho_fh_f$. Let $y$ run outward from the interface. The layer obeys the same wave equation, with $k_f=\omega\sqrt{\rho_f/\mu_f}$. Its outer face is free, so the cosine must be centred there. If the interface moves with amplitude $U$,

$$u(y)=U\,\frac{\cos k_f(h_f-y)}{\cos\theta},\qquad \theta=k_fh_f .$$

The stress is $\mu_fu'=\mu_fk_fU\sin k_f(h_f-y)/\cos\theta$. The sign is positive because the derivative of the cosine and the inner derivative of $-y$ each supply a minus. With $Z_f=\sqrt{\rho_f\mu_f}$ we have $\mu_fk_f=\omega Z_f$, so at the interface

$$\tau=\omega L\,U,\qquad L=Z_f\tan\theta .\tag{4}$$

The quantity $L$ will be called the load. The phase can also be written $\theta=\omega h_f\rho_f/Z_f=\omega m/Z_f$. When $\theta\ll1$, $\tan\theta\approx\theta$ and $L\approx\omega m$, so that $\tau=\omega^2mU$. This is Newton's law for a mass that follows the face: its acceleration is $-\omega^2U$, and the force on it is $-\tau$.

This shows when a layer may be called rigid for the purpose of the law. The layer need not be stiffer than quartz. The shear phase across it must be small.

### The resonance condition

In the plate $u=\cos kz$ still holds, because the face $z=0$ is still free. At $z=h$ the stress is $-\mu_qk\sin kh$ and the displacement is $\cos kh$. Since $\mu_qk=\omega Z_q$, their ratio is $-\omega Z_q\tan kh$. A firm bond makes displacement and stress continuous, so this ratio equals $\omega L$:

$$Z_q\tan\!\left(\pi\frac{f}{f_0}\right)+L=0 .\tag{5}$$

Here $kh=\pi f/f_0$ follows from (2). Write $f=f_0(1+\delta)$. The tangent has period $\pi$, so $\tan(\pi+\pi\delta)=\tan\pi\delta$, which is $\pi\delta$ to first order. The load is $L=2\pi f_0m$ to the same order. Then $Z_q\pi\delta=-2\pi f_0m$, and

$$\delta=-\frac{2f_0m}{Z_q}=-\varepsilon .$$

Multiplication by $f_0$ gives (1). The minus sign says that extra inertia slows the crystal. One factor $f_0$ comes from the relative shift, the other from the plate thickness: a faster plate is thinner, so a given mass is a larger part of it.

For a numerical case take rough values for an AT-cut crystal, $\rho_q=2650$ kg/m³ and $\mu_q=29.5$ GPa, with $f_0=5$ MHz. Then $Z_q=8.8417\times10^6$ kg/(m² s), and (2) gives $h=333.65$ µm. The sensitivity is

$$\frac{2f_0^2}{Z_q}=\frac{2(5\times10^6)^2}{8.8417\times10^6}=5.655\times10^6\ \frac{\text{Hz}}{\text{kg/m}^2},$$

or 56.55 Hz per µg/cm², because 1 µg/cm² is $10^{-5}$ kg/m². A model oxide with density 4000 kg/m³, shear modulus 100 GPa and thickness 10 nm weighs 4 µg/cm². If it is deposited on the bare crystal, (1) gives $-4\times56.55=-226.20$ Hz. The phase across it is $6.28\times10^{-5}$ rad, so it is rigid in the sense required.

### The next two orders

Equation (5) also tells how far the law can be trusted. Let $r=Z_q/Z_f$. From (3), $2f_0m=\varepsilon Z_q$, so

$$\theta=\frac{2\pi f_0(1+\delta)m}{Z_f}=\pi r\varepsilon(1+\delta).$$

Division of (5) by $Z_q$ gives $\tan\pi\delta=-r^{-1}\tan\theta$. With $\tan a=a+a^3/3+\dots$ on both sides,

$$\pi\delta+\frac{\pi^3\delta^3}{3}=-\pi\varepsilon(1+\delta)-\frac{\pi^3r^2\varepsilon^3(1+\delta)^3}{3}+\dots$$

Division by $\pi$ and rearrangement lead to

$$\delta=-\varepsilon(1+\delta)-\frac{\pi^2}{3}\left[r^2\varepsilon^3(1+\delta)^3+\delta^3\right]+\dots\tag{6}$$

The first order is $\delta=-\varepsilon$. Inserted in the first term on the right, it gives the second order, $\delta=-\varepsilon+\varepsilon^2$. For the third order, insert that result in the first term, and use $\delta^3=-\varepsilon^3$ and $(1+\delta)^3=1$ in the bracket:

$$\delta=-\varepsilon+\varepsilon^2-\left[1+\frac{\pi^2}{3}(r^2-1)\right]\varepsilon^3+\dots\tag{7}$$

The elastic modulus of the layer enters through $r$, and it first appears at third order. Two layers of equal mass but different stiffness therefore give the same shift through second order, provided that $r\varepsilon$ is small as well as $\varepsilon$.

For the deposited oxide $\varepsilon=4.524\times10^{-5}$. The second-order term reduces the size of the shift by that fraction, or 0.010 Hz. The root of the full condition (5) is indeed $-226.192$ Hz, against $-226.202$ Hz from the law.

### A layer that is light but not rigid

If $Z_f\ll Z_q$, the shift can stay small while $\theta$ does not. Then $\tan\pi\delta\approx\pi\delta$ still holds, and (5) gives $\delta=-(Z_f/\pi Z_q)\tan\theta$. The law corresponds to the same expression with $\theta$ in place of $\tan\theta$. Hence

$$\frac{\Delta f}{\Delta f_{\text{law}}}\approx\frac{\tan\theta}{\theta}.\tag{8}$$

Consider a lossless layer 1 µm thick, with density 1000 kg/m³ and modulus 1 MPa. Its phase is 0.9935 rad. The full condition gives a shift 1.539 times that of the law, and (8) agrees with this factor within 1%. For $\theta<\pi/2$ the outer part of a soft layer swings further than the face that drives it, so the layer pulls harder than its mass alone would suggest. Between $\pi/2$ and $\pi$ the tangent is negative and the frequency rises. As $\theta$ approaches $\pi/2$ the layer itself comes into resonance. If $\theta$ is evaluated at $f_0$, (8) then fails even while $\delta$ is small, because $\tan\theta$ is so steep that the slight change of $\theta$ with frequency matters.

### Overtones

Near the overtone $n$, put $f/f_0=x$ with $x$ close to $n$. Then $\tan\pi x=\tan\pi(x-n)\approx\pi(x-n)$, and the load of a rigid layer is $2\pi f_0xm=\pi\varepsilon Z_qx$. Condition (5) becomes $x-n=-\varepsilon x$, so to first order

$$\Delta f_n=-n\varepsilon f_0=-\frac{2n f_0^2m}{Z_q}.$$

The frequency that is squared remains the fundamental. Inserting the overtone frequency $nf_0$ in (1) would make the predicted shift $n$ times too large. For the deposited oxide the full condition gives $-678.575$ Hz at $n=3$, three times the shift of the fundamental within rounding.

### A crystal that already carries a film

An oxide grown from a metal film starts from a loaded crystal. Suppose that thin layers with total areal mass $M$ lie on the face. The stress at the inner side of each layer exceeds that at its outer side by $\omega^2$ times its mass times its displacement. The displacement changes across a layer of thickness $h_i$ and modulus $\mu_i$ by a fraction of order $\omega^2Mh_i/\mu_i$. This contains both a mass and a thickness, so it is of second order in the loading. Hence $L=\omega M$, with a relative error of second order.

With $\varepsilon_M=M/(\rho_qh)$, condition (5) gives $\delta=-\varepsilon_M(1+\delta)$ up to terms of third order. Collecting $\delta$ on the left, $\delta(1+\varepsilon_M)=-\varepsilon_M$, so

$$f=\frac{f_0}{1+\varepsilon_M}.\tag{9}$$

Let the frequency be $f_b$ before oxidation and $f_a$ after an additional mass $m$ has arrived, with $\varepsilon=m/(\rho_qh)$. Subtraction of the two forms of (9) gives

$$f_a-f_b=f_0\,\frac{(1+\varepsilon_M)-(1+\varepsilon_M+\varepsilon)}{(1+\varepsilon_M+\varepsilon)(1+\varepsilon_M)}=-\frac{\varepsilon f_af_b}{f_0}=-\frac{2f_af_bm}{Z_q}.$$

The last step uses (3). Since $f_a$ differs little from $f_b$,

$$\Delta f\approx-\frac{2f_b^2m}{Z_q}.\tag{10}$$

The frequency read just before oxidation thus takes the place of $f_0$. This removes the error of first order in the mass of the metal.

### Gas on one face

A gas also drags on the crystal. Let it have density $\rho_g$ and viscosity $\eta_g$, and let it fill the space beyond the face. For motion proportional to $e^{i\omega t}$ its velocity obeys $i\omega\rho_gv=\eta_gv''$. The solution that dies away is $v\propto e^{-\kappa y}$, with $\kappa=\sqrt{i\omega\rho_g/\eta_g}$. At the face $v=i\omega U$, so the stress is

$$\tau=\eta_gv'=-\eta_g\kappa\, i\omega U=-i\omega U\sqrt{i\omega\rho_g\eta_g}.$$

With $\sqrt i=(1+i)/\sqrt2$ and $-i(1+i)=1-i$, the load is $L=(1-i)\sqrt{\omega\rho_g\eta_g/2}$. Its imaginary part describes damping. Its real part acts like mass, because a thin sheet of gas is dragged along. The first-order form of (5), $\pi\delta=-L/Z_q$ with $\omega=2\pi f_0$, has the real part

$$\Delta f_g=-\frac{f_0}{\pi Z_q}\sqrt{\pi f_0\rho_g\eta_g}=-\frac{f_0^{3/2}}{Z_q}\sqrt{\frac{\rho_g\eta_g}{\pi}} .\tag{11}$$

With rough values for air, 1.2 kg/m³ and $1.8\times10^{-5}$ Pa s, equation (11) gives $-3.3$ Hz for the drag of air on one face, relative to vacuum. The formula treats the gas as a continuum that sticks to the face, which requires a mean free path much shorter than the decay length $\sqrt{2\eta_g/\rho_g\omega}$. At one atmosphere these are about 0.07 µm and 1 µm, and slip at the face reduces the shift to about $-2.9$ Hz. At a tenth of an atmosphere or less, (11) overstates the shift by half or more. The pressure of the gas on the quartz also shifts the frequency; that effect is not included here. To this order the shift cancels from a difference of two readings taken in the same gas at the same pressure and temperature.

## Second derivation: energy, and what the two routes assume

The plate has thickness $h$, density $\rho_q$, shear modulus $\mu_q$, impedance $Z_q=\sqrt{\rho_q\mu_q}$ and bare fundamental $f_0$, with $2f_0\rho_qh=Z_q$. A layer of areal mass $m$ has the mass ratio $\varepsilon=m/(\rho_qh)=2f_0m/Z_q$ and the shear phase $\theta\approx\pi r\varepsilon$, where $r=Z_q/Z_f$ and $Z_f$ is the impedance of the layer. The wave calculation gave a relative shift $\delta=-\varepsilon+\varepsilon^2$ through second order. On a crystal whose frequency before oxidation is $f_b$, it gave $\Delta f=-2f_b^2m/Z_q$.

The law will now be derived without solving for the motion of the coated plate.

The wave calculation has given the mass law, its higher-order corrections, and its form for a crystal that already carries a film. The derivation from energy remains, along with the piezoelectric correction, a worked oxidation and a comparison of what the two routes assume.
